# Electron-phonon matrix elements under a rigid translation of the crystal: a numerical check

```python
"""
Result under test: for a crystal whose atoms are all displaced together,
    sum_s <m k| dH/dtau_s |n k> = i (E_m - E_n) <m k| p/hbar |n k>,
so intraband elements vanish and interband elements need not.
H is the self-consistent one-electron Hamiltonian, tau_s the position of atom s,
E the band energies, p the canonical momentum. Energies in eV, lengths in nm.
Model: one-dimensional two-atom crystal, Gaussian wells plus separable non-local
terms, and a contact mean field U*n(x); plane-wave basis; two filled bands.
Bands are counted from 0 in the code: 1 = valence, 2 = conduction.
"""
import numpy as np
from scipy import constants as sc

KIN = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18     # hbar^2/2m in eV nm^2
CELL = 0.5                                        # nm
TAU = np.array([0.0, 0.2])                        # nm
DEPTH = (8.0, 5.0)                                # eV, local wells
WIDTH = 0.06                                      # nm, wells and projectors
PROJ = (-1.5, -1.0)                               # eV, non-local strengths
U = 0.3                                           # eV nm, contact mean field
FILLED = 2
CUT, MESH = 10, 32
STEP = 2e-5                                       # nm, finite displacement
V, C = 1, 2


def waves(cut):
    return 2 * np.pi / CELL * np.arange(-cut, cut + 1)


def difference_index(cut):
    i = np.arange(2 * cut + 1)
    return i[:, None] - i[None, :] + 2 * cut


def atom_block(s, left, right):
    """Matrix of one atom at the origin between plane waves left and right."""
    dk = left[:, None] - right[None, :]
    local = -DEPTH[s] * np.sqrt(2 * np.pi) * WIDTH * np.exp(-(dk * WIDTH)**2 / 2)
    k2 = left[:, None]**2 + right[None, :]**2
    nonlocal_part = PROJ[s] * np.sqrt(4 * np.pi) * WIDTH * np.exp(-k2 * WIDTH**2 / 2)
    return (local + nonlocal_part) / CELL


def bare_hamiltonian(k, tau, cut):
    g = waves(cut)
    h = np.diag(KIN * (k + g)**2).astype(complex)
    for s in range(2):
        phase = np.exp(-1j * (g[:, None] - g[None, :]) * tau[s])
        h += atom_block(s, k + g, k + g) * phase
    return h


def hamiltonian(k, tau, dens, cut):
    return bare_hamiltonian(k, tau, cut) + U / CELL * dens[difference_index(cut)]


def collect(matrix, cut):
    """Fourier components of a density from a plane-wave density matrix."""
    idx = difference_index(cut).ravel()
    size = 4 * cut + 1
    return (np.bincount(idx, matrix.real.ravel(), size)
            + 1j * np.bincount(idx, matrix.imag.ravel(), size))


def ground_density(tau, cut=CUT, mesh=MESH, start=None):
    """Self-consistent density; k and -k give equal densities, so k > 0 suffices."""
    ks = 2 * np.pi / CELL * (np.arange(mesh // 2) + 0.5) / mesh
    bare = np.array([bare_hamiltonian(k, tau, cut) for k in ks])
    idx = difference_index(cut)
    dens = np.zeros(4 * cut + 1, complex) if start is None else start.copy()
    for _ in range(400):
        vec = np.linalg.eigh(bare + U / CELL * dens[idx])[1][:, :, :FILLED]
        flat = vec.transpose(1, 0, 2).reshape(2 * cut + 1, -1)
        new = 2 / len(ks) * collect(flat @ flat.conj().T, cut)
        if np.max(abs(new - dens)) < 1e-11:
            return new
        dens = dens + 0.7 * (new - dens)
    raise RuntimeError("density not converged")


def move_one_atom(s, k, tau, dens, cut=CUT, mesh=MESH):
    """Central differences of H and of its eigenvalues when atom s moves."""
    h = []
    for sign in (1, -1):
        t = tau.copy()
        t[s] += sign * STEP
        h.append(hamiltonian(k, t, ground_density(t, cut, mesh, dens), cut))
    slope = (np.linalg.eigvalsh(h[0]) - np.linalg.eigvalsh(h[1])) / (2 * STEP)
    return (h[0] - h[1]) / (2 * STEP), slope


def bare_wave(k, q, weights, tau):
    """Unscreened perturbation for displacements weights[s]*exp(i q X)."""
    g = waves(CUT)
    left, right = k + q + g, k + g
    out = np.zeros((len(g), len(g)), complex)
    for s in range(2):
        phase = np.exp(-1j * (g[:, None] - g[None, :]) * tau[s])
        out += weights[s] * atom_block(s, left, right) * phase
    return -1j * (left[:, None] - right[None, :]) * out


def density_response(q, weights, tau, dens):
    """Self-consistent linear response of the density at wavevector q."""
    ks = 2 * np.pi / CELL * ((np.arange(MESH) + 0.5) / MESH - 0.5)
    e0, c0 = np.linalg.eigh(np.array([hamiltonian(k, tau, dens, CUT) for k in ks]))
    e1, c1 = np.linalg.eigh(np.array([hamiltonian(k + q, tau, dens, CUT) for k in ks]))
    occ, emp = c0[:, :, :FILLED], c1[:, :, FILLED:]
    gaps = e0[:, None, :FILLED] - e1[:, FILLED:, None]
    pert = np.array([bare_wave(k, q, weights, tau) for k in ks])
    idx = difference_index(CUT)
    dn = np.zeros(4 * CUT + 1, complex)
    for _ in range(400):
        total = pert + U / CELL * dn[idx]
        amp = emp.conj().transpose(0, 2, 1) @ total @ occ / gaps
        change = emp @ amp
        matrix = np.sum(change @ occ.conj().transpose(0, 2, 1), axis=0)
        new = 4 / MESH * collect(matrix, CUT)
        if np.max(abs(new - dn)) < 1e-11:
            return new
        dn = dn + 0.7 * (new - dn)
    raise RuntimeError("response not converged")


def wave_element(k, q, band, dens):
    """Screened intraband element for an acoustic displacement wave."""
    dn = density_response(q, (1, 1), TAU, dens)
    pert = bare_wave(k, q, (1, 1), TAU) + U / CELL * dn[difference_index(CUT)]
    a = np.linalg.eigh(hamiltonian(k + q, TAU, dens, CUT))[1][:, band]
    b = np.linalg.eigh(hamiltonian(k, TAU, dens, CUT))[1][:, band]
    return abs(a.conj() @ pert @ b)


# ---- reference crystal and its bands at a general k
n0 = ground_density(TAU)
k0 = 2 * np.pi / CELL / 8
h0 = hamiltonian(k0, TAU, n0, CUT)
energy, vec = np.linalg.eigh(h0)
kvals = k0 + waves(CUT)
link = vec[:, C].conj() @ (kvals * vec[:, V])
vec[:, C] *= link / abs(link)                     # makes <C|p|V> real and positive


def in_bands(op):
    return vec.conj().T @ op @ vec


mom = in_bands(np.diag(kvals))
scan = np.linspace(-np.pi / CELL, np.pi / CELL, 41)
bands = np.array([np.linalg.eigvalsh(hamiltonian(k, TAU, n0, CUT)) for k in scan])
gap = bands[:, C].min() - bands[:, V].max()
assert gap > 0.3

# ---- main identity: atoms moved one at a time, then summed
dA, slopeA = move_one_atom(0, k0, TAU, n0)
dB, slopeB = move_one_atom(1, k0, TAU, n0)
mA, mB = in_bands(dA), in_bands(dB)
total = mA + mB
formula = 1j * (energy[:, None] - energy[None, :]) * mom
low = slice(0, 5)
error = np.max(abs(total - formula)[low, low])
# tolerance: truncation and rounding of the numerical derivative
assert error < 1e-4
assert abs(total[C, V]) > 0.1 and abs(mom[C, C]) > 0.1
assert abs(mA[C, C]) > 0.1                        # one atom alone does not vanish
assert np.max(abs(np.diag(mA).real - slopeA)[low]) < 1e-4
assert np.max(abs(np.diag(mB).real - slopeB)[low]) < 1e-4

# ---- linear response against finite displacement, atom A alone
dnA = density_response(0.0, (1, 0), TAU, n0)
respA = in_bands(bare_wave(k0, 0.0, (1, 0), TAU)
                 + U / CELL * dnA[difference_index(CUT)])
response_error = np.max(abs(respA - mA)[low, low])
assert response_error < 1e-4

# ---- two wrong recipes: unscreened derivative, and m*velocity for p
bare = in_bands(bare_wave(k0, 0.0, (1, 1), TAU))
assert abs(bare[C, C]) > 1e-3 and abs(bare[C, V] - total[C, V]) > 1e-2
dk = 1e-4
dhdk = (hamiltonian(k0 + dk, TAU, n0, CUT) - hamiltonian(k0 - dk, TAU, n0, CUT)) / (2 * dk)
mvel = in_bands(dhdk) / (2 * KIN)
wrong = abs((energy[C] - energy[V]) * mvel[C, V])
assert abs(wrong - abs(total[C, V])) > 1e-2

# ---- finite rigid translation: spectrum and state mixing
shift = 0.01
nu = ground_density(TAU + shift, start=n0)
eu, vu = np.linalg.eigh(hamiltonian(k0, TAU + shift, nu, CUT))
spectrum_change = np.max(abs(eu - energy)[low])
assert spectrum_change < 1e-8
mixing = abs(vec[:, C].conj() @ vu[:, V])
exact_mixing = abs(vec[:, C].conj() @ (np.exp(-1j * kvals * shift) * vec[:, V]))
assert abs(mixing - exact_mixing) < 1e-7
linear_mixing = shift * abs(mom[C, V])

# ---- second order: interband sum against the second derivative of H
big = 5e-4
hp = hamiltonian(k0, TAU + big, ground_density(TAU + big, start=n0), CUT)
hm = hamiltonian(k0, TAU - big, ground_density(TAU - big, start=n0), CUT)
half_second = 0.5 * in_bands((hp + hm - 2 * h0) / big**2)[C, C].real
others = [m for m in range(len(energy)) if m != C]
terms = np.array([abs(total[m, C])**2 / (energy[C] - energy[m]) for m in others])
# tolerance: truncation error of the second difference
assert abs(terms.sum() + half_second) < 1e-3 * np.sum(abs(terms))

# ---- parity exception: centric crystal at the zone centre
tc = np.array([0.0, CELL / 2])
nc = ground_density(tc)
vc = np.linalg.eigh(hamiltonian(0.0, tc, nc, CUT))[1]
dc = sum(move_one_atom(s, 0.0, tc, nc)[0] for s in range(2))
centric = abs(vc.conj().T @ dc @ vc)
pair = sorted([centric[1, 0], centric[2, 0]])
assert pair[0] < 1e-4 and pair[1] > 0.1

# ---- small q: linear onset of the intraband element
q1, q2 = 0.002, 0.004
w1, w2 = wave_element(k0, q1, C, n0), wave_element(k0, q2, C, n0)
assert abs(w2 / w1 - 2) < 0.04

# ---- convergence of the interband element


def interband(cut, mesh):
    n = ground_density(TAU, cut, mesh)
    v = np.linalg.eigh(hamiltonian(k0, TAU, n, cut))[1]
    d = sum(move_one_atom(s, k0, TAU, n, cut, mesh)[0] for s in range(2))
    return abs(v[:, C].conj() @ d @ v[:, V])


cut_shift = interband(14, MESH) - abs(total[C, V])
mesh_shift = interband(CUT, 48) - abs(total[C, V])
assert abs(cut_shift) < 1e-2 and abs(mesh_shift) < 1e-2

# ---- sizes of what the q = 0 statement leaves out
temp = 300.0
kT = sc.k * temp / sc.e
dq = 0.01
e3 = [np.linalg.eigvalsh(hamiltonian(k, TAU, n0, CUT))[C] for k in (-dq, 0.0, dq)]
mass = 2 * KIN / ((e3[0] - 2 * e3[1] + e3[2]) / dq**2)
assert mass > 0
kth = np.sqrt(kT * mass / KIN)
back = wave_element(-kth, 2 * kth, C, n0)
sound = 5000.0                                    # m/s, rough
phonon = sc.hbar * sound * 2 * kth * 1e9 / sc.e
piezo, eps = 0.15, 12.0                           # C/m2 and relative, rough
piezo_element = piezo / (eps * sc.epsilon_0) * 1e-9

print(f"cell {CELL} nm; atoms A, B at {TAU[0]}, {TAU[1]} nm")
print(f"well depths A, B: {DEPTH[0]}, {DEPTH[1]} eV; width {WIDTH} nm")
print(f"non-local strengths A, B: {PROJ[0]}, {PROJ[1]} eV")
print(f"mean-field strength U: {U} eV nm; filled bands: {FILLED}")
print(f"plane waves: {2*CUT+1}; k mesh: {MESH}; displacement step {STEP} nm")
print(f"smallest gap over all k: {gap:.4f} eV")
print(f"k used: {k0:.4f} 1/nm")
print(f"valence, conduction energy at k: {energy[V]:.4f}, {energy[C]:.4f} eV")
print(f"energy difference at k: {energy[C]-energy[V]:.4f} eV")
print(f"p/hbar conduction-conduction: {mom[C, C].real:.4f} 1/nm")
print(f"p/hbar conduction-valence: {mom[C, V].real:.4f} 1/nm")
print("elements of dH/dtau, real and imaginary part, eV/nm:")
for name, m in (("atom A", mA), ("atom B", mB), ("sum", total), ("formula", formula)):
    print(f"  {name} intraband (cond.): {m[C, C].real:.5f}, {m[C, C].imag:.5f}")
    print(f"  {name} interband (c,v): {m[C, V].real:.5f}, {m[C, V].imag:.5f}")
print(f"largest deviation sum - formula, 5 bands: {error:.1e} eV/nm")
print(f"eigenvalue slope, atom A, conduction: {slopeA[C]:.5f} eV/nm")
print(f"linear response - finite displacement: {response_error:.1e} eV/nm")
print(f"unscreened sum, intraband modulus: {abs(bare[C, C]):.4f} eV/nm")
print(f"unscreened sum, interband modulus: {abs(bare[C, V]):.4f} eV/nm")
print(f"m*velocity/hbar interband modulus: {abs(mvel[C, V]):.4f} 1/nm")
print(f"interband modulus if m*velocity replaces p: {wrong:.4f} eV/nm")
print(f"rigid shift {shift} nm: largest band change {spectrum_change:.1e} eV")
print(f"  state overlap (c,v): full {mixing:.5f}, linear {linear_mixing:.5f}")
print(f"second order, interband sum: {terms.sum():.3f} eV/nm2")
print(f"second order, half second derivative: {half_second:.3f} eV/nm2")
print(f"centric crystal, zone centre, lowest band to next two:")
print(f"  smaller {pair[0]:.1e}, larger {pair[1]:.4f} eV/nm")
print(f"intraband at q={q1} 1/nm: {w1:.6f} eV/nm")
print(f"intraband at q={q2} 1/nm: {w2:.6f} eV/nm")
print(f"  ratio {w2/w1:.4f}; slope in q {w1/q1:.4f} eV")
print(f"interband shift, 21 to 29 plane waves: {cut_shift:.1e} eV/nm")
print(f"interband shift, mesh 32 to 48: {mesh_shift:.1e} eV/nm")
print(f"conduction mass at zone centre: {mass:.4f} electron masses")
print(f"thermal backscattering q at {temp:.0f} K: {2*kth:.4f} 1/nm")
print(f"intraband element at that q: {back:.4f} eV/nm")
print(f"rough sound speed {sound:.0f} m/s: phonon energy {phonon*1e3:.3f} meV")
print(f"  phonon energy / gap: {phonon/gap:.1e}")
print(f"rough piezo constant {piezo} C/m2, permittivity {eps}:")
print(f"  piezoelectric element as q->0: {piezo_element:.3f} eV/nm")
print("all tests passed")
```

Running it gives:

```
cell 0.5 nm; atoms A, B at 0.0, 0.2 nm
well depths A, B: 8.0, 5.0 eV; width 0.06 nm
non-local strengths A, B: -1.5, -1.0 eV
mean-field strength U: 0.3 eV nm; filled bands: 2
plane waves: 21; k mesh: 32; displacement step 2e-05 nm
smallest gap over all k: 2.3299 eV
k used: 1.5708 1/nm
valence, conduction energy at k: 2.2240, 6.0764 eV
energy difference at k: 3.8524 eV
p/hbar conduction-conduction: 11.4565 1/nm
p/hbar conduction-valence: 7.3149 1/nm
elements of dH/dtau, real and imaginary part, eV/nm:
  atom A intraband (cond.): -1.34736, -0.00000
  atom A interband (c,v): 3.61806, 13.33063
  atom B intraband (cond.): 1.34736, 0.00000
  atom B interband (c,v): -3.61806, 14.84936
  sum intraband (cond.): 0.00000, -0.00000
  sum interband (c,v): -0.00000, 28.17998
  formula intraband (cond.): 0.00000, 0.00000
  formula interband (c,v): 0.00000, 28.17998
largest deviation sum - formula, 5 bands: 1.3e-06 eV/nm
eigenvalue slope, atom A, conduction: -1.34736 eV/nm
linear response - finite displacement: 1.0e-06 eV/nm
unscreened sum, intraband modulus: 0.0337 eV/nm
unscreened sum, interband modulus: 37.5864 eV/nm
m*velocity/hbar interband modulus: 7.7574 1/nm
interband modulus if m*velocity replaces p: 29.8845 eV/nm
rigid shift 0.01 nm: largest band change 4.9e-13 eV
  state overlap (c,v): full 0.07318, linear 0.07315
second order, interband sum: 231.585 eV/nm2
second order, half second derivative: -231.582 eV/nm2
centric crystal, zone centre, lowest band to next two:
  smaller 1.7e-11, larger 21.3882 eV/nm
intraband at q=0.002 1/nm: 0.004631 eV/nm
intraband at q=0.004 1/nm: 0.009248 eV/nm
  ratio 1.9971; slope in q 2.3154 eV
interband shift, 21 to 29 plane waves: -3.8e-11 eV/nm
interband shift, mesh 32 to 48: -7.2e-09 eV/nm
conduction mass at zone centre: 0.0841 electron masses
thermal backscattering q at 300 K: 0.4777 1/nm
intraband element at that q: 4.4995 eV/nm
rough sound speed 5000 m/s: phonon energy 1.572 meV
  phonon energy / gap: 6.7e-04
rough piezo constant 0.15 C/m2, permittivity 12.0:
  piezoelectric element as q->0: 1.412 eV/nm
all tests passed
```
